\section*{Why Langmuir saturation improves step coverage, and when it fails}

\section{Definitions and the claim}

A gas of one precursor grows a film on a flat surface with a round hole in it. The local flux $\Gamma$ is the number of precursor molecules that strike unit area of surface per unit time. The growth rate $R$ is the number consumed per unit area and time. On the flat field beside the hole the flux is $\Gamma_0$; the subscript $b$ marks the floor. The fractional drops from field to floor are
\begin{equation}
\delta_\Gamma=1-\frac{\Gamma_b}{\Gamma_0},\qquad
\delta_R=1-\frac{R_b}{R_0},
\end{equation}
and the step coverage is $C=R_b/R_0=1-\delta_R$. Growth follows the Langmuir law
\begin{equation}
R=R_{\max}\frac{K\Gamma}{1+K\Gamma}. \label{lang}
\end{equation}
I write $x=K\Gamma_0$ for the degree of saturation at the field and $y=\Gamma/\Gamma_0$ for the relative flux. The reaction probability per impact is $R/\Gamma=s_0/(1+K\Gamma)$ with $s_0=R_{\max}K$; at the field it is $s=s_0/(1+x)$.

Saturation improves conformality in two ways. A small fractional drop in flux causes a fractional drop in rate that is smaller by the factor $1/(1+K\Gamma)$. Saturation also lowers the reaction probability, so the flux itself drops less. For small drops each effect contributes one factor $1/(1+x)$ when the chemistry, that is $K$ and $R_{\max}$, is held fixed. In a deep enough hole the floor is no longer saturated and the first factor is lost.

\section{The response of the surface}

Let the surface have $N$ sites per unit area, a fraction $\theta$ of them occupied. A molecule that strikes an empty site is trapped with probability $S_0$; one that strikes an occupied site returns to the gas. A trapped molecule desorbs at rate $k_d$ or reacts at rate $k_r$, and reaction frees the site. In the steady state trapping balances loss:
\begin{equation}
S_0\Gamma(1-\theta)=N(k_d+k_r)\theta .
\end{equation}
Division by $N(k_d+k_r)$ gives $K\Gamma(1-\theta)=\theta$, with
\begin{equation}
K=\frac{S_0}{N(k_d+k_r)},\qquad \theta=\frac{K\Gamma}{1+K\Gamma}.
\end{equation}
The rate $R=k_rN\theta$ is then (\ref{lang}) with $R_{\max}=k_rN$. From $\ln R=\text{const}+\ln\Gamma-\ln(1+K\Gamma)$,
\begin{equation}
\frac{d\ln R}{d\ln\Gamma}=1-\frac{K\Gamma}{1+K\Gamma}=\frac{1}{1+K\Gamma}.
\end{equation}
This is the factor by which the surface weakens a small fractional drop. Physically, a lower flux leaves more sites empty, so each remaining molecule is trapped more often. When most sites are full, this makes up for most of the missing molecules.

For a drop of any size, insert $\Gamma_b=\Gamma_0(1-\delta_\Gamma)$ in the ratio of rates:
\begin{align}
\delta_R&=1-\frac{(1-\delta_\Gamma)(1+x)}{1+x(1-\delta_\Gamma)}\nonumber\\
&=\frac{1+x-x\delta_\Gamma-(1+x-\delta_\Gamma-x\delta_\Gamma)}{1+x(1-\delta_\Gamma)}
=\frac{\delta_\Gamma}{1+K\Gamma_b}. \label{finite}
\end{align}
The small-drop factor thus holds for finite drops if $\Gamma$ is taken at the floor. The protection is set by the saturation that survives there.

\section{The flux drop inside the hole}

The mean free path is taken to be much longer than the hole, so molecules fly from wall to wall. Every molecule that leaves a wall does so with the cosine law, whatever its direction of arrival. Surface diffusion is left out.

Divide the walls and floor into zones. Let $F_{ij}$ be the view factor from zone $i$ to zone $j$ and $m_i$ that from zone $i$ to the mouth. All directions end somewhere, so $m_i+\sum_jF_{ij}=1$. With zone areas $A_i$, reciprocity $A_jF_{ji}=A_iF_{ij}$ turns the flux received by $i$ into a sum over $F_{ij}$ times the flux emitted by $j$. Each zone emits what arrives less what reacts:
\begin{equation}
y_i=m_i+\sum_jF_{ij}\,[y_j-L(y_j)],\qquad L(y)=\frac{R}{\Gamma_0}=\frac{s_0y}{1+xy}. \label{bal}
\end{equation}
Without reaction the solution is $y=1$ everywhere, at any depth. Geometry alone does not reduce the total flux at the floor; repeated loss on the way does.

For weak loss put $y_i=1-\eta_i$ and subtract (\ref{bal}) from $1=m_i+\sum_jF_{ij}$:
\begin{equation}
\eta_i=\sum_jF_{ij}\,[\eta_j+L(y_j)].
\end{equation}
To first order $L(y_j)$ may be replaced by $L(1)=s$. Hence $\eta_i=s\,g_i$, where
\begin{equation}
g_i=\sum_jF_{ij}(1+g_j). \label{g}
\end{equation}
Trace a molecule backwards from zone $i$: with probability $F_{ij}$ it came from zone $j$, which counts one collision plus those before it, and with probability $m_i$ it came straight from the gas. So $g_i$ is the mean number of earlier collisions inside the hole. At the floor, if $s g_b\ll1$,
\begin{equation}
\delta_\Gamma\simeq s\,g_b=\frac{s_0g_b}{1+x},\qquad
\delta_R\simeq\frac{\delta_\Gamma}{1+x}\simeq\frac{s_0g_b}{(1+x)^2}. \label{two}
\end{equation}
One factor comes from transport, the other from surface response.

\section{How the collision number grows with depth}

Measure lengths in hole diameters; $a$ is then the ratio of depth to diameter. The view factor $\varphi(X)$ between two discs that span the hole a distance $X$ apart follows from a sphere of radius $\rho$ through both rims, $\rho^2=(1+X^2)/4$. Two surface elements of a sphere joined by a chord $c$ both see it at an angle with cosine $c/2\rho$. The view factor to an element $dA$ is therefore $(c/2\rho)^2dA/(\pi c^2)=dA/(4\pi\rho^2)$, independent of position. The caps behind the discs have area $A_c=2\pi\rho(\rho-X/2)$, and whatever passes from cap to cap crosses both discs. With disc area $\pi/4$,
\begin{equation}
\frac{\pi}{4}\varphi=\frac{A_c^2}{4\pi\rho^2}=\pi\Big(\rho-\frac X2\Big)^2
\;\Rightarrow\;\varphi=\big(\sqrt{1+X^2}-X\big)^2 .
\end{equation}

What enters through one disc and strikes a thin ring is the difference of $\varphi$ across the ring. Taking the difference at both ends gives an exchange $\varphi''\,dz\,dz'$ between two rings, in units of the disc area. A ring has area $4\,dz$ in those units, so the axial step $u$ between wall collisions has density $p(u)=\varphi''(|u|)/4$. It is normalized, since $2\int_0^\infty\varphi''dX/4=-\varphi'(0)/2=1$. Two integrations by parts, whose boundary terms vanish because $\varphi\simeq1/4X^2$ at large $X$, give the variance
\begin{equation}
\sigma^2=\frac12\int_0^\infty X^2\varphi''\,dX=\int_0^\infty\varphi\,dX .
\end{equation}
With $X=\sinh t$, $\varphi=e^{-2t}$ and $dX=\cosh t\,dt$:
\begin{equation}
\sigma^2=\frac12\int_0^\infty(e^{-t}+e^{-3t})\,dt=\frac12\Big(1+\frac13\Big)=\frac23 .
\end{equation}

In a deep hole $g$ varies slowly over one step. Expanding (\ref{g}) gives $g=1+g+\tfrac12\sigma^2g''$, so $g''=-3$. At leading order $g=0$ at the mouth $z=0$ and $g'=0$ at the floor $z=a$, which returns molecules. Therefore
\begin{equation}
g=3\Big(az-\frac{z^2}{2}\Big),\qquad g_b\simeq\frac32a^2 .
\end{equation}
While it is small, the flux drop in a deep hole thus grows as the square of the depth. The leading term is too low because molecules escape from about a diameter below the mouth, where $g$ is of order $g'(0)=3a$ rather than zero. This adds a term of that order to $g_b$. It is not a fixed multiple of $3a$ but grows slowly with depth: 1.4 times $3a$ at $a=10$, 1.6 times at $a=40$ and 1.85 times at $a=160$.

\section{A hole in a diboride process}

The example uses rough values in the regime of low-temperature chemical vapour deposition of HfB$_2$ from Hf(BH$_4$)$_4$: 473 K, precursor pressure 10 mTorr, half-saturation ($K\Gamma=1$) at 1 mTorr, and a saturated rate of 20 nm/min. The hole is 100 nm wide and 1000 nm deep, so $a=10$.

The kinetic flux $P/\sqrt{2\pi mk_BT}$ for a molar mass of 237.9 g/mol is $\Gamma_0=1.047\times10^{18}$ cm$^{-2}$s$^{-1}$. Since $x=10$, $K=10/\Gamma_0=9.55\times10^{-18}$ cm$^2$s. A film density of 9 g/cm$^3$ means $2.708\times10^{22}$ HfB$_2$ units per cm$^3$, each using one precursor molecule. The saturated rate is $3.33\times10^{-8}$ cm/s, hence $R_{\max}=9.03\times10^{14}$ cm$^{-2}$s$^{-1}$ and
\begin{equation}
s_0=R_{\max}K=8.62\times10^{-3},\qquad s=\frac{s_0}{11}=7.84\times10^{-4}.
\end{equation}

Solving (\ref{g}) with the ring factors gives $g_b=191$; the leading term is 150, and the difference of 41 has the expected order $3a=30$. Tracing 20\,000 molecules back from the floor, without view factors, gives $191.5\pm1.1$ (standard error). The estimates (\ref{two}) are
\begin{equation}
\delta_\Gamma\simeq\frac{1.646}{11}=15.0\%,\qquad
\delta_R\simeq\frac{1.646}{121}=1.36\% .
\end{equation}
The full solution of (\ref{bal}) has $\delta_\Gamma=14.8\%$ and $K\Gamma_b=8.52$. Equation (\ref{finite}) then gives $\delta_R=14.77\%/9.52=1.55\%$. The estimate is low mainly because the response factor rises from 0.091 at the field to 0.105 at the floor.

Two linear surfaces, with $R\propto\Gamma$, separate the causes. The low-pressure limit of the same chemistry has reaction probability $s_0$ everywhere, and its rate drops by 67\%. A linear surface with probability $s$ has the same field flux and field rate as the saturated one; its flux and rate drop by 13.3\%. Lower reaction probability thus takes the drop from 67\% to 13.3\%, and the weak response takes it on to 1.55\%. The first step is a factor of 5 rather than 11 because $s_0g_b=1.65$ is not small.

\section{What holds beyond small drops}

The saturated surface has a slightly larger flux drop than its matched linear partner, 14.8\% against 13.3\%. This is general in the model. The function $y-L(y)$ has slope $1-s_0/(1+xy)^2$, which lies between 0 and 1 for $0<s_0<1$. Start from $y=1$ and insert it repeatedly in the right side of (\ref{bal}). The first step cannot raise $y$, and since the right side increases with $y$, no later step can. The sequence falls, stays non-negative, and converges. The limit is the unique solution: the difference of two solutions would be no larger than its own average over the view factors, which leak through the mouth, so it must vanish. If one loss function is nowhere smaller than another on $0\le y\le1$, its sequence stays at or below the other at every step. More loss at given $y$ therefore means no more flux anywhere.

Apply this first at fixed chemistry. Raising $\Gamma_0$ raises $x$, lowers $L(y)$, and so raises $y_b$. The coverage
\begin{equation}
C=\frac{y_b(1+x)}{1+xy_b},\qquad
\frac{\partial C}{\partial x}\Big|_{y_b}=\frac{y_b(1-y_b)}{(1+xy_b)^2}\ge0,
\end{equation}
rises with $y_b$ and also directly with $x$. Higher precursor pressure thus improves coverage at any depth, at fixed temperature and within this model. For $a=10$ the coverage is 0.61 at 1 mTorr, 0.984 at 10 mTorr and 0.9998 at 100 mTorr. For $a=60$ it is 0.018 at 10 mTorr and 0.991 at 100 mTorr.

Now match the field flux and rate instead. The saturated loss is $s(1+x)y/(1+xy)$, which is at least the linear loss $sy$ when $y\le1$. A saturated surface keeps consuming at nearly the full rate while the flux falls, so it depletes the gas more. In a shallow hole its weak response more than compensates. In the deepest holes of this table it does not:

\begin{center}
\begin{tabular}{cccc}
$a$ & $y_b$, saturated & $C$, saturated & $C$, linear\\
10 & 0.852 & 0.984 & 0.867\\
20 & 0.497 & 0.916 & 0.631\\
30 & 0.131 & 0.624 & 0.417\\
40 & 0.024 & 0.213 & 0.265\\
60 & 0.0017 & 0.018 & 0.103
\end{tabular}
\end{center}

Finer resolution of the walls lowers the entries by up to about 1\%. The order reverses at $a\approx37$. The expansion that gave $g''$, applied to (\ref{bal}) with small $L$, gives $y=y-L+\tfrac13y''$, or $y''=3L(y)$. While $xy\gg1$, $L\simeq s_0/x$ is constant, and with $y(0)=1$, $y'(a)=0$ the floor flux is
\begin{equation}
y_b\simeq1-\frac{3s_0}{2x}a^2 .
\end{equation}
This would vanish at $a=\sqrt{2x/3s_0}\approx28$, so saturation must fail before then. At depths where $xy$ is well below one, $L\simeq s_0y$ and this equation gives a decay over $1/\sqrt{3s_0}=6.2$ diameters. On the matched linear surface it gives $1/\sqrt{3s}=20.6$ diameters. The full solution for a hole with $a=140$ confirms the second value; on the saturated surface its local decay length is about 6.8 diameters at depths of 35 to 45 and longer below. The faster decay puts the saturated surface behind.

This does not last to unlimited depth. The equation for $y''$ assumes that $y$ varies slowly over one step, but a few molecules make very long flights. In extremely deep holes those that fly from near the mouth almost to the floor dominate there, and the fall of the floor flux tends to $1/a^2$ instead of an exponential. These molecules are consumed over one decay length of wall above the floor, so the floor flux scales roughly as the inverse square root of the local reaction probability, which is $s_0$ on the saturated surface and $s$ on the linear one. The saturated floor flux stays the smaller, by a factor near $1/\sqrt{1+x}=0.30$ in this limit (0.29 at $a=450$). Its coverage, however, is $C\simeq(1+x)y_b$ on an unsaturated floor, about $\sqrt{1+x}$ times the linear value. Once the exponential part of the linear surface has died out, the order therefore reverses once more, near $a=180$: at $a=200$ the coverage is about 0.0004 on the saturated surface and 0.0003 on the linear one. Both are far too small to be useful.

\section{By-products and a closing hole}

Each precursor molecule releases $\nu$ gas molecules; for Hf(BH$_4$)$_4\to$ HfB$_2$ + B$_2$H$_6$ + 5H$_2$, $\nu=6$. Suppose none arrive from outside and none are consumed. Their flux $p$, in units of $\Gamma_0$, obeys $p_i=\sum_jF_{ij}[p_j+\nu L(y_j)]$. Adding $\nu$ times (\ref{bal}) cancels the loss:
\begin{equation}
\nu y_i+p_i=\nu m_i+\sum_jF_{ij}(\nu y_j+p_j).
\end{equation}
The constant $\nu$ solves this because $m_i+\sum_jF_{ij}=1$, so $p=\nu(1-y)$. At the floor $p=6\times0.1477=0.89$, about as large as the precursor flux.

If by-products also occupy sites, with a common constant $K_p$, the occupied fractions are $K\Gamma$ and $K_p\Gamma_p$ times the empty fraction, where $\Gamma_p=p\,\Gamma_0$. As the fractions sum to one,
\begin{equation}
R=\frac{R_{\max}K\Gamma}{1+K\Gamma+K_p\nu(\Gamma_0-\Gamma)} .
\end{equation}
When $\nu K_p=K$, the denominator is $1+x$ at every depth and $R=s\Gamma$. Sites given up by the precursor are filled by by-products, and the weak response disappears. The rate drop is then 13.3\%, as for the matched linear surface. With $K_p/K=0.01$ it is 2.4\%, and with 0.1 it is 9.2\%.

The film also narrows the hole. Suppose it is uniform, so that floor and field rise together and the depth stays 1000 nm. After 20 nm of growth the width is 60 nm, $a=16.7$, and the instantaneous coverage is 0.95. After 40 nm the width is 20 nm, $a=50$, and it is 0.06. High initial coverage does not by itself ensure complete filling.

\section{Relation to the real process}

Deposition of HfB$_2$ from this precursor near 200\,$^\circ$C is a real route to conformal films, but the numbers here describe the model, not a measured film. The half-saturation pressure is an assumed value, and the result depends on it. If it were 10 mTorr at the same $R_{\max}$, then $s_0g_b=0.165$ and $x=1$, and (\ref{two}) would give a rate drop of $0.165/4=4\%$ instead of 1.4\%. Free flight is safe: for a rough molecular size of 0.7 nm the mean free path is 2.2 mm, some $2\times10^4$ hole diameters. The assumptions of inert by-products and fixed width can fail, with the effects sized above. Surface diffusion and specular reflection have not been sized. As a design rule, at fixed temperature and with weakly adsorbing by-products, the precursor pressure should keep $K\Gamma_b\gg1$ at the floor of the hole as it narrows. The saturation this takes at the field is roughly $x\approx K\Gamma_b+s_0g_b$. At fixed depth the pressure therefore rises slowly at first and approaches the inverse square of the width only when $s_0g_b$ dominates: holding $K\Gamma_b=10$ takes about 11.5, 18, 42 and 140 mTorr at $a=10$, 25, 50 and 100. It grows without bound as the width shrinks, so the rule cannot be followed until the hole closes. A change of temperature alters both $K$ and $R_{\max}$ and needs a new calculation. The numerical output below lists the inputs and the main results.

\section*{Computed results}
\begin{verbatim}
temperature 473 K, precursor pressure 10 mTorr
half-saturation pressure 1 mTorr
saturated growth rate 20 nm/min
field growth rate 18.18 nm/min
hole diameter 100 nm, depth 1000 nm, aspect 10
film density 9.0 g/cm3 = 2.708e+22 HfB2 units/cm3
precursor molar mass 237.9 g/mol
field flux G0 1.047e+18 cm^-2 s^-1
Langmuir constant K 9.549e-18 cm^2 s
Rmax 9.028e+14 cm^-2 s^-1
site density 3.0e+14 cm^-2, empty-site sticking 1
k_react 3.01 1/s, k_desorb 346 1/s
x = K*G0 10.00, factor 1/(1+x) 0.0909
reaction probability: low flux 8.621e-03, field 7.837e-04
axial step variance 0.6667 diameter^2
mean earlier collisions g 191.0; 1.5*aspect^2 150.0
Monte Carlo g 191.5 +- 1.1
s0*g 1.646, s0*g/(1+x) 0.1497, s0*g/(1+x)^2 0.01361
saturated: flux drop 14.77 %, rate drop 1.55 %
K*G at floor 8.523, 1/(1+K*G_floor) 0.1050
Monte Carlo flux drop 14.81 +- 0.08 %
linear, same field rate: flux and rate drop 13.27 %
low-pressure limit: flux and rate drop 67.45 %
P   0.1 mTorr: coverage 0.3586 (aspect 10), 8.110e-04 (aspect 60)
P   1.0 mTorr: coverage 0.6130 (aspect 10), 1.595e-03 (aspect 60)
P  10.0 mTorr: coverage 0.9845 (aspect 10), 1.848e-02 (aspect 60)
P 100.0 mTorr: coverage 0.9998 (aspect 10), 9.909e-01 (aspect 60)
aspect 10: saturated y 0.8523, coverage 0.9845; matched linear 0.8673
aspect 20: saturated y 0.4971, coverage 0.9158; matched linear 0.6308
aspect 30: saturated y 0.1311, coverage 0.6240; matched linear 0.4174
aspect 40: saturated y 0.0240, coverage 0.2127; matched linear 0.2651
aspect 60: saturated y 0.0017, coverage 0.0185; matched linear 0.1032
matched advantage reverses at aspect 37.2
molecule size 0.7 nm, mean free path 2.25 mm, path/diameter 2.2e+04
by-products per precursor 6, floor flux/G0 0.886
by-product Kp/K 0.010: rate drop 2.44 %
by-product Kp/K 0.100: rate drop 9.24 %
by-product Kp/K 0.167: rate drop 13.27 %
after 20 nm film: aspect 16.7, coverage 0.9499
after 40 nm film: aspect 50.0, coverage 0.0583
\end{verbatim}
